# Why high-aperture EUV scanners demagnify more along the scan

**Q.** I work with extreme-ultraviolet exposures at 13.5 nm. Our older scanner shrinks the mask pattern by 4 in both directions. The high-aperture one shrinks it by 4 across the slit and by 8 along the scan. I am told this keeps the incoming and outgoing light apart at the mask. Why is there anything to keep apart?

**A.** The mask is a mirror with an absorber pattern on top, so illumination and image-forming light are on the same side of it. One mirror must deliver the first beam and another must collect the second. If both beams use the same direction from a mask point, the two mirrors need the same place. A beam splitter would not rescue this cheaply: light has to be reflected by it once and transmitted once, with efficiency \(RT\). Since \(R+T\le 1\), that is at most 1/4.

**Q.** How large is the cone at the mask, and how does demagnification enter?

**A.** Let \(x\) run across the slit, \(y\) along the scan and \(z\) along the mask normal. I describe a ray by its tangential direction cosines, the \(x\) and \(y\) components of its unit vector. The chief ray, at the centre of the cone, leaves the mask at angle \(\theta_0\) in the \(yz\) plane, with \(s_0=\sin\theta_0\). At the wafer it arrives along the normal.

A wafer period \(p\) along \(y\) is drawn on the mask with period \(M_yp\). The grating equation gives diffraction order \(m\) the cosines

\[
q_{\rm mask}=s_0+\frac{m\lambda}{M_yp},\qquad
q_{\rm wafer}=\frac{m\lambda}{p}.
\]

Eliminating \(m\lambda/p\) gives

\[
q_{\rm mask}-s_0=\frac{q_{\rm wafer}}{M_y}.
\]

Tilting the illumination adds a linear phase across the mask. That phase is stretched with the pattern and obeys the same rule. The \(x\) direction follows with \(M_x\), without the offset. An image inversion would change the sign of \(q_{\rm wafer}\), which does not matter for a symmetric pupil.

The wafer cone is the disc \(q_x^2+q_y^2\le{\rm NA}^2\). At the mask it becomes an ellipse centred at \((0,s_0)\), with half-axes

\[
a=\frac{\rm NA}{M_x},\qquad b=\frac{\rm NA}{M_y}.
\]

No small-angle approximation has been made. Larger demagnification gives a narrower cone at the mask because the mask pattern is coarser.

**Q.** And where does the incoming cone lie?

**A.** Specular reflection keeps the tangential part \(\mathbf p\) of a ray's unit vector and reverses its normal part. The incident ray therefore travels with tangential part \(\mathbf p\), but the direction from the mask back towards its source has tangential part \(-\mathbf p\). The source directions form an ellipse centred at \((0,-s_0)\).

Suppose the illumination fills a centred disc with a fraction \(\sigma\) of the pupil radius. The source ellipse then has half-axes \(\sigma a\) and \(\sigma b\). The exit ellipse keeps its full size, because diffraction can fill the pupil.

To find when they are disjoint, use the stretched coordinates \(X=M_xp_x\) and \(Y=M_yp_y\). The stretch is invertible, so it neither creates nor removes common points. It turns the ellipses into discs of radii \({\rm NA}\) and \(\sigma{\rm NA}\), centred at \(Y=\pm M_ys_0\). Two discs are disjoint when their centre distance exceeds the sum of their radii:

\[
2M_ys_0>(1+\sigma){\rm NA}.
\]

For a fully filled pupil, \(\sigma=1\), this becomes

\[
s_0>\frac{\rm NA}{M_y}.
\]

\(M_x\) has dropped out. The beams are displaced from each other along \(y\), so their width along \(x\) does not decide whether they meet.

**Q.** What does that say about my two apertures?

**A.** Take \(\theta_0=6^\circ\), so \(s_0=0.1045\), and \(M_y=4\). The largest separable aperture is \(4\times0.1045=0.418\). An aperture of 0.33 passes and 0.55 fails.

The failure can be measured by the fraction of the pupil that is shared. Divide the stretched coordinates by NA. For \(\sigma=1\) we then have two unit discs with centres \(2h\) apart, where \(h=M_ys_0/{\rm NA}<1\). Their common region consists of two equal circular segments, each cut off at distance \(h\) from a centre. A segment is a sector of half-angle \(\arccos h\), with area \(\arccos h\), minus a triangle of area \(h\sqrt{1-h^2}\). Dividing both segments by the disc area \(\pi\) gives

\[
F=\frac{2}{\pi}\left(\arccos h-h\sqrt{1-h^2}\right).
\]

For NA 0.55, \(h=0.418/0.55=0.760\), and \(F=13.6\%\).

A smaller illumination disc would also remove the overlap. The general condition gives \(1+\sigma<2\times0.418/0.55=1.52\), hence \(\sigma<0.52\), with no room left for mirror edges. That gives up the outer illumination angles, which are needed to print the finest periods.

**Q.** Then why not keep 4x and tilt the chief ray further?

**A.** Geometry permits it. Separation by itself therefore does not force anamorphic optics; the cost of the extra tilt has to be counted.

For a fair comparison I hold the angular clearance \(c=s_0-b\) fixed. The 0.33 system at 6° has

\[
c=0.1045-0.0825=0.0220.
\]

With NA 0.55 and 4x in both directions, \(s_0=0.1375+0.0220=0.1595\), or 9.18°. With 8x along \(y\), \(s_0=0.0688+0.0220=0.0908\), or 5.21°.

The mask mirror must reflect the whole cone, so we need its extreme angles. Since \(s_0>b\), the normal direction lies outside the ellipse, and both the smallest and the largest angle occur on its edge. There, put \(u=\sin\varphi\), where \(\varphi\) is the pupil azimuth. The squared sine of the angle from the normal is

\[
\begin{aligned}
f(u)&=a^2(1-u^2)+(s_0+bu)^2\\
&=a^2+s_0^2+2s_0bu-(a^2-b^2)u^2 .
\end{aligned}
\]

For \(a=b\) this rises linearly with \(u\), and the largest sine is \(S=s_0+b\). For \(a>b\), setting \(f'(u)=0\) gives \(u_*=s_0b/(a^2-b^2)\). If \(u_*\le1\), insertion gives

\[
S^2=a^2+s_0^2+\frac{s_0^2b^2}{a^2-b^2}
=a^2+\frac{s_0^2a^2}{a^2-b^2}.
\]

If \(u_*>1\), the maximum is again at \(u=1\). The smallest sine is \(s_0-b=c\) in all these cases: \(f\) is concave or linear, so its minimum is at an end of the interval, and \(u=-1\) gives the smaller end value.

For the 4x/8x design \(a=2b\), so \(a^2/(a^2-b^2)=4/3\), and \(u_*=0.44\). Then

\[
S^2=0.1375^2+\tfrac43(0.0908)^2=0.0299,
\]

which gives 9.96°. The tilted 4x/4x design has \(S=0.1595+0.1375=0.297\), or 17.28°. Both ranges start at 1.26°.

**Q.** Why should a mirror care whether the light arrives at 10° or 17°?

**A.** It is a stack of molybdenum and silicon layers that reflects by interference. Let \(d\) be its period and \(\bar\varepsilon\) the real part of its thickness-averaged permittivity. The tangential wavenumber \(ks\), with \(k=2\pi/\lambda\), is conserved on entry. The normal wavenumber inside is then approximately \(k\sqrt{\bar\varepsilon-s^2}\). Reflections from successive periods add in phase when the round trip through one period gives \(2\pi\):

\[
2dk\sqrt{\bar\varepsilon-s^2}=2\pi
\quad\Longrightarrow\quad
\lambda_{\rm B}=2d\sqrt{\bar\varepsilon-s^2}.
\]

Over the range from \(c\) to \(S\), this Bragg wavelength changes by the fraction

\[
D=1-\sqrt{\frac{\bar\varepsilon-S^2}{\bar\varepsilon-c^2}}.
\]

I use rough typical refractive indices, \(0.924+0.0064i\) for Mo and \(0.999+0.0018i\) for Si, with a Mo thickness fraction \(\Gamma=0.4\). Then \(\bar\varepsilon=0.940\). The tilted 4x/4x design has \(D=4.78\%\), and the 4x/8x design has \(D=1.58\%\).

**Q.** How much spread can the mirror accept?

**A.** The width of its stop band sets the scale. Ignore absorption and take normal incidence. With \(G=2\pi/d\), keep the average and the first harmonic of the layered permittivity:

\[
\varepsilon(z)=\bar\varepsilon+2\varepsilon_1\cos Gz,\qquad
|\varepsilon_1|=\frac{|\Delta\varepsilon|\sin(\pi\Gamma)}{\pi}.
\]

The second expression is the first Fourier coefficient of a rectangular profile with step \(\Delta\varepsilon\). At the band edges the field is a standing wave, \(\cos(Gz/2)\) or \(\sin(Gz/2)\). Put these into \(E''+k^2\varepsilon E=0\). The product \(2\varepsilon_1\cos(Gz)\cos(Gz/2)\) contains \(\varepsilon_1\cos(Gz/2)\); the sine gives the opposite sign. Dropping the harmonic at \(3G/2\) leaves

\[
\frac{G^2}{4}=k^2(\bar\varepsilon\pm\varepsilon_1).
\]

The edge wavelengths are thus proportional to \(\sqrt{\bar\varepsilon\pm\varepsilon_1}\). For small contrast they differ by the fraction \(|\varepsilon_1|/\bar\varepsilon\). Using \(|\Delta\varepsilon|\simeq2\sqrt{\bar\varepsilon}\,|\Delta n|\),

\[
\frac{\Delta\lambda}{\lambda}\simeq
\frac{2|\Delta n|\sin(\pi\Gamma)}{\pi\sqrt{\bar\varepsilon}}
=\frac{2(0.075)(0.951)}{\pi(0.970)}=4.7\%.
\]

A computation for 40 absorbing periods, combining the interface reflections recursively from the bottom up, gives a full width at half maximum of 5.3% at 6°. The tilted 4x/4x design therefore uses nearly the whole band. The anamorphic design uses about 30% of it.

**Q.** What does that do to the reflected light?

**A.** I computed the reflectance with the same recursion at 13.5 nm. The electric field was perpendicular to each ray's plane of incidence (s polarization). For each design I searched periods in steps of 0.005 nm and chose the one with the highest worst reflectance in its angular range. The mean is taken uniformly over the pupil area. The three NA 0.55 designs share the clearance \(c\).

| \(M_x/M_y\) | Largest angle | Worst | Mean | Wafer field |
|---|---:|---:|---:|---:|
| 4/4 | 17.28° | 0.483 | 0.664 | 26 × 33 mm |
| 4/8 | 9.96° | 0.714 | 0.727 | 26 × 16.5 mm |
| 8/8 | 9.18° | 0.719 | 0.728 | 13 × 16.5 mm |

With this strictly periodic stack the tilted 4x/4x mirror still works, but unevenly: its worst direction returns about two thirds as much light as the worst direction in the 4x/8x design. The stop band is not a hard limit. If all 80 layer thicknesses are adjusted individually, the s reflectance over the tilted 4x/4x range can be held between about 0.59 and 0.68. Such a broadband mirror is more even, but it gives up peak reflectance and stays below the periodic 4x/8x values.

Polarization makes the difference larger. At the largest angle, the tilted design reflects 0.497 of s light but 0.197 of p light, whose electric field lies in the plane of incidence. The corresponding anamorphic values are 0.717 and 0.686. For p light the incident and reflected field vectors are not parallel, which weakens their coupling and narrows the band. This is costly in the tilted design because its largest angle is already near the band edge. There the reflectance falls to half its peak at 13.53 nm for s light but at 13.46 nm for p light, so the working wavelength of 13.5 nm lies just inside the first band and just outside the second. These values use periods chosen for s light, which overstates the p loss. With the period chosen for p light, the worst p reflectance is about 0.37 for the tilted design and 0.70 for the anamorphic one. Chosen for unpolarized light, the worst values are about 0.43 and 0.71.

These are specular reflectances. A diffracted ray can enter the mirror at one angle and leave at another, so its true weight needs a full mask-diffraction calculation.

**Q.** The 8x/8x row looks slightly better still. Why not use it?

**A.** Look at its field. A mask with usable dimensions \(L_x\times L_y\) exposes

\[
A=\frac{L_x}{M_x}\frac{L_y}{M_y}.
\]

With \(L_x=104\) mm and \(L_y=132\) mm, the areas are 858 mm² for 4x/4x, 429 mm² for 4x/8x and 214 mm² for 8x/8x. Raising \(M_x\) to 8 halves the field again and improves the worst reflectance by only 0.005. With the chief ray in the \(yz\) plane, it does nothing for the separation condition.

That does not make \(M_x\) irrelevant. It sets \(a\), and \(S\) cannot be smaller than \(a\). Lowering \(M_x\) much below 4 would bring back the large mirror angles through the \(x\) direction.

So the case for anamorphic optics has three parts: the beams must separate, one mirror must reflect the whole cone, and the mask has a fixed size. The mirror part is a cost in light rather than a prohibition, and the absorber effects discussed below add to it.

**Q.** Does this reasoning require the number 8?

**A.** No. At 6° with the same clearance, the condition is

\[
M_y\ge\frac{0.55}{0.1045-0.0220}=6.67.
\]

The choice of 8 allows a smaller tilt and gives half the former field, so two exposures cover the old area. That is a convenient engineering choice.

**Q.** Could the 8x direction lie across the slit instead?

**A.** Not with this chief ray. Exchanging the two demagnifications while keeping \(\theta_0=5.21^\circ\) along \(y\) gives \(h=4(0.0908)/0.55=0.660\), and the beams share 22.5% of the pupil. At this small tilt, the larger demagnification has to act in the plane of incidence. Tilting to 9.18° would separate the beams even with the axes exchanged, but the largest mirror angle would again be 17.28°.

For a chief ray at azimuth \(\psi\) from \(y\), the stretched disc centres are at \(\pm s_0(M_x\sin\psi,M_y\cos\psi)\). Their distance gives the general condition

\[
2s_0\sqrt{M_x^2\sin^2\psi+M_y^2\cos^2\psi}>(1+\sigma){\rm NA}.
\]

This matters for a curved slit, where the azimuth varies along the slit. For the 4x/8x design with \(\sigma=1\), \(s_0\) exceeds its critical value by a factor of 1.32 at \(\psi=0\). At a rough slit-end azimuth of 20° the factor is 1.26, so the beams remain separate.

**Q.** I also see lines shift and change width because the absorber has height. Does anamorphic imaging help there?

**A.** In ray optics it helps twice. Consider an opening of width \(w\) along \(y\), between absorbers of height \(t\), with the mirror treated as a plane at their base. A ray that meets this plane at \(y\) crossed the absorber top at \(y-t\tan\theta_0\) on entry and crosses it at \(y+t\tan\theta_0\) on exit. It survives if

\[
t\tan\theta_0<y<w-t\tan\theta_0 .
\]

The opening loses \(2t\tan\theta_0\) on the mask, and this is divided by \(M_y\) at the wafer. For \(t=60\) nm, the tilted 4x/4x design loses \(19.4/4=4.85\) nm, while the 4x/8x design loses \(10.9/8=1.37\) nm. One gain comes from the smaller angle and the other from the larger demagnification.

Treat these as scales, not corrections to apply to a mask. Diffraction over the absorber height blurs an edge by roughly \(\sqrt{\lambda t}\approx28\) nm on the mask, which is of the same order as the shadows. Reflection from within the multilayer is also left out, and it is not small. The effective mirror plane lies about 50 nm below the surface, which raises the losses on the mask to roughly 36 nm and 20 nm while leaving their ratio almost unchanged.

**Q.** Is there a price besides the smaller field?

**A.** Yes. So far I separated the beams from a single mask point. A slit of height \(H\) on the mask sends out beams from all its points. At distance \(L\) from the mask, the inner edges of the reflected and incident beams are at

\[
y_{\rm out}=-\frac H2+L\tan\theta_{\min},\qquad
y_{\rm in}=\frac H2-L\tan\theta_{\min},
\]

where \(\sin\theta_{\min}=c\). They part when

\[
L>\frac{H}{2\tan\theta_{\min}} .
\]

A straight slit of rough height 2 mm at the wafer is 8 mm high on a 4x mask and 16 mm high on an 8x mask. The required distances are about 180 mm and 360 mm. Equal angular clearance is therefore not equal mechanical clearance. To part the beams at the shorter distance, the 4x/8x design would need about twice the clearance, giving \(s_0\simeq0.0688+0.0441=0.113\). This is still below the 0.160 of the tilted 4x/4x design.

**Q.** How close is all this to the machine on my floor?

**A.** The apertures, the demagnifications, the 6° reference and the 26 × 16.5 mm field match the real scanner classes. The real high-aperture chief angle is also a little above 5°. The calculated mirror is better than a fabricated one: its reflectance is near 0.73, against roughly two thirds in practice. I omitted the mixing and roughness at the interfaces, which lower the reflectance. I also omitted the capping layer, which can raise or lower it depending on its material and thickness. The source is not monochromatic either. Averaging over a flat 2% band, with fixed optical constants and the same periods, lowers the worst s reflectance from 0.714 to 0.686 for 4x/8x and from 0.483 to 0.429 for tilted 4x/4x. The ordering survives. Real high-aperture pupils also have a central obscuration, but when the illumination reaches the edge of the pupil, the beams first meet at the outer edges of their cones, so a central hole does not relax the separation condition.
